**Møller's disk tested with particle clouds and Dirac packets**

For an isolated system of rest energy Mc² and spin S about its rest-frame centre of energy, an observer of velocity v places the centre at R = S×v/(Mc²). These points fill the open disk of radius S/(Mc) normal to S. The program finds the centres of a cloud of 12 free particles from simultaneous events in 1000 moving frames and asserts that they agree with this formula. It also asserts that 60 chosen points of the disk are reached, each by two observers. The Dirac commutators behind the boost law are asserted symbolically on arbitrary spinors. Gaussian positive-energy packets are then boosted as spinors, and their integrated energy centres are asserted to agree with the formula for spins normal and oblique to v. The output gives ħ/(2mc) = 193.080 fm for the electron and shows the packet's disk radius rising towards this value as its momentum spread falls.

## Numerical verification

```python
"""
Result under test: for an isolated system with rest energy M c^2 and spin S
about its rest-frame centre of energy (the origin), an observer of velocity v
finds a centre of energy which, in the rest frame, is the fixed point
    R(v) = S x v / (M c^2).
These points fill the open disk of radius S/(M c) normal to S.
For a fully polarised, slow Dirac electron the radius is hbar/(2 m c).

Symbols: H Dirac Hamiltonian, K = (xH + Hx)/(2 c^2) energy moment,
J = x cross p + hbar Sigma/2, sigma = momentum spread per axis.
Computations use c = 1; the Dirac part also uses hbar = m = 1.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

rng = np.random.default_rng(7)


# ---------- Part 1: cloud of free particles, centres from the definition ----
def boost_event(t, x, v):
    """Coordinates of events (t, x) in the frame moving with velocity v."""
    v2 = v @ v
    g = 1 / np.sqrt(1 - v2)
    xv = x @ v
    t_new = g * (t - xv)
    shift = (g - 1) * xv / v2 - g * t
    return t_new, x + np.multiply.outer(shift, v)


n_part = 12
mass = rng.uniform(0.5, 2.0, n_part)
mom = rng.normal(size=(n_part, 3))
mom -= mom.mean(axis=0)
energy = np.sqrt(mass**2 + np.sum(mom**2, axis=1))
pos = rng.normal(size=(n_part, 3))
pos -= energy @ pos / energy.sum()
vel = mom / energy[:, None]
M_cloud = energy.sum()
S_cloud = np.cross(pos, mom).sum(axis=0)
S_len = np.linalg.norm(S_cloud)
disk_cloud = S_len / M_cloud


def cloud_centre(v, t_obs):
    """Energy centre at observer time t_obs, mapped back to the rest frame."""
    g = 1 / np.sqrt(1 - v @ v)
    t_event = (t_obs / g + pos @ v) / (1 - vel @ v)
    x_event = pos + vel * t_event[:, None]
    t_seen, x_seen = boost_event(t_event, x_event, v)
    assert np.allclose(t_seen, t_obs, atol=1e-8)
    e_seen = g * (energy - mom @ v)
    centre = e_seen @ x_seen / e_seen.sum()
    return boost_event(t_obs, centre, -v)[1]


largest = 0.0
for _ in range(1000):
    direction = rng.normal(size=3)
    direction /= np.linalg.norm(direction)
    v = direction * rng.uniform(0.01, 0.995)
    point = cloud_centre(v, 0.0)
    later = cloud_centre(v, 3.0)
    assert np.allclose(point, later, atol=1e-8)
    assert np.allclose(point, np.cross(S_cloud, v) / M_cloud, atol=1e-8)
    assert abs(point @ S_cloud) < 1e-8 * max(1, S_len)
    largest = max(largest, np.linalg.norm(point) / disk_cloud)
assert largest < 1

# every chosen point of the disk is reached, also with extra speed along S
s_hat = S_cloud / S_len
e1 = np.cross(s_hat, [1.0, 0.0, 0.0])
e1 /= np.linalg.norm(e1)
e2 = np.cross(s_hat, e1)
worst_fill = 0.0
for frac in (0.05, 0.3, 0.6, 0.9, 0.99):
    for ang in np.linspace(0, 2 * np.pi, 12, endpoint=False):
        target = frac * disk_cloud * (np.cos(ang) * e1 + np.sin(ang) * e2)
        v_need = M_cloud / S_len**2 * np.cross(target, S_cloud)
        for part in (0.0, 0.7):
            v = v_need + part * np.sqrt(1 - frac**2) * s_hat
            miss = np.linalg.norm(cloud_centre(v, 0.0) - target)
            worst_fill = max(worst_fill, miss / disk_cloud)
assert worst_fill < 1e-8

# ---------- Part 2: Dirac commutators, symbolic, on arbitrary spinors -------
P = sp.symbols("px py pz", real=True)
m_s, c_s, h_s = sp.symbols("m c hbar", positive=True)
pauli = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
zero2 = sp.zeros(2)
alpha = [sp.Matrix(sp.BlockMatrix([[zero2, s], [s, zero2]])) for s in pauli]
Sig = [sp.Matrix(sp.BlockMatrix([[s, zero2], [zero2, s]])) for s in pauli]
H_mat = sp.diag(1, 1, -1, -1) * m_s * c_s**2
for a, p in zip(alpha, P):
    H_mat += c_s * a * p
F = sp.Matrix([sp.Function("f%d" % i)(*P) for i in range(4)])


def X(i, f):
    return sp.I * h_s * f.diff(P[i])


def H_op(f):
    return H_mat * f


def K_op(i, f):
    return (X(i, H_op(f)) + H_op(X(i, f))) / (2 * c_s**2)


def J_op(k, f):
    i, j = (k + 1) % 3, (k + 2) % 3
    return X(i, P[j] * f) - X(j, P[i] * f) + h_s * Sig[k] * f / 2


def Kx(f):
    return K_op(0, f)


def vanishes(expr):
    return all(sp.expand(e.doit()) == 0 for e in expr)


ih = sp.I * h_s
assert vanishes(Kx(K_op(1, F)) - K_op(1, Kx(F)) + ih * J_op(2, F) / c_s**2)
assert vanishes(Kx(K_op(2, F)) - K_op(2, Kx(F)) - ih * J_op(1, F) / c_s**2)
assert vanishes(Kx(J_op(2, F)) - J_op(2, Kx(F)) + ih * K_op(1, F))
assert vanishes(Kx(J_op(1, F)) - J_op(1, Kx(F)) - ih * K_op(2, F))
assert vanishes(Kx(P[0] * F) - P[0] * Kx(F) - ih * H_op(F) / c_s**2)
assert vanishes(Kx(H_op(F)) - H_op(Kx(F)) - ih * P[0] * F)


# ---------- Part 3: boosted Dirac packets, centres by quadrature ------------
def sigma_dot(p, two):
    px, py, pz = p
    return np.array([pz * two[0] + (px - 1j * py) * two[1],
                     (px + 1j * py) * two[0] - pz * two[1]])


def packet(p_seen, width, v, theta):
    """Positive-energy packet in momentum space, seen from speed v along x."""
    qx, qy, qz = p_seen
    e_seen = np.sqrt(1 + qx**2 + qy**2 + qz**2)
    g = 1 / np.sqrt(1 - v * v)
    p = (g * (qx + v * e_seen), qy, qz)
    e = g * (e_seen + v * qx)
    chi = np.array([np.cos(theta / 2), np.sin(theta / 2)])
    amp = np.exp(-(p[0]**2 + qy**2 + qz**2) / (4 * width**2))
    amp = amp / (2 * np.pi * width**2)**0.75 / np.sqrt(2 * e * (e + 1))
    up = np.array([(e + 1) * chi[0], (e + 1) * chi[1]])
    low = sigma_dot(p, chi)
    half = np.arctanh(v) / 2
    ch, sh = np.cosh(half), np.sinh(half)
    new_up = ch * up - sh * low[::-1]
    new_low = ch * low - sh * up[::-1]
    return np.concatenate([new_up, new_low]) * amp * e / e_seen


def moments(width, v, theta):
    """Norm, <H>, <p>, <K>, <J>, <Sigma/2> at observer time zero."""
    g = 1 / np.sqrt(1 - v * v)
    top = 6.5 * width
    e_top = np.sqrt(1 + top**2)
    gx = np.linspace(g * (-top - v * e_top), g * (top - v * e_top), 90)
    gy = np.linspace(-top, top, 40)
    cell = (gx[1] - gx[0]) * (gy[1] - gy[0])**2
    q = np.array(np.meshgrid(gx, gy, gy, indexing="ij"))
    f = packet(q, width, v, theta)
    hf = np.concatenate([f[:2] + sigma_dot(q, f[2:]),
                         sigma_dot(q, f[:2]) - f[2:]])

    def mean(a, b):
        return np.sum((a.conj() * b).real) * cell

    h = 0.02 * width
    xf = []
    for i in range(3):
        d = np.zeros((3, 1, 1, 1))
        d[i] = h
        diff = 8 * (packet(q + d, width, v, theta)
                    - packet(q - d, width, v, theta))
        diff -= (packet(q + 2 * d, width, v, theta)
                 - packet(q - 2 * d, width, v, theta))
        xf.append(1j * diff / (12 * h))
    K = np.array([mean(hf, xf[i]) for i in range(3)])
    L = np.array([mean(f, xf[(k + 1) % 3] * q[(k + 2) % 3]
                       - xf[(k + 2) % 3] * q[(k + 1) % 3])
                  for k in range(3)])
    spin = np.zeros(3)
    for k in range(3):
        unit = np.eye(3)[k]
        spin[k] = 0.5 * (mean(f[:2], sigma_dot(unit, f[:2]))
                         + mean(f[2:], sigma_dot(unit, f[2:])))
    p_mean = np.array([mean(f, q[i] * f) for i in range(3)])
    return mean(f, f), mean(f, hf), p_mean, K, L + spin, spin


compton = const.hbar / (const.m_e * const.c) * 1e15
radius = compton / 2
speed = 0.8
gamma = 1 / np.sqrt(1 - speed**2)
rows = []
for width, theta in ((0.2, 0.0), (0.1, 0.0), (0.05, 0.0), (0.2, np.pi / 3)):
    norm0, M, p0, K0, J0, spin0 = moments(width, 0.0, theta)
    norm1, E1, p1, K1, J1, spin1 = moments(width, speed, theta)
    axis = np.array([np.sin(theta), 0, np.cos(theta)])
    assert abs(norm0 - 1) < 1e-6 and abs(norm1 - 1) < 1e-6
    assert np.allclose(p0, 0, atol=1e-6) and np.allclose(K0, 0, atol=1e-6)
    assert np.allclose(J0, axis / 2, atol=1e-6)
    assert spin0 @ axis < 0.5 - 1e-4
    assert abs(E1 - gamma * M) < 1e-5
    assert np.allclose(p1, [-gamma * M * speed, 0, 0], atol=1e-5)
    centre = K1 / E1
    expected = np.cross(J0, [speed, 0, 0]) / M
    assert np.allclose(centre, expected, atol=1e-5)
    rows.append((width, np.degrees(theta), M, spin0 @ axis, J0 @ axis,
                 centre[1] * compton, compton / (2 * M)))
assert abs((rows[2][2] - 1) / (1.5 * rows[2][0]**2) - 1) < 0.01
assert rows[0][6] < rows[1][6] < rows[2][6] < radius

# ---------- Worked example: observers for one chosen point of the disk ------
R_point = np.array([60.0, -80.0, 0.0])
v_point = np.cross(R_point, [0.0, 0.0, 1.0]) / radius
v_size = np.linalg.norm(v_point)
v_along = np.sqrt(1 - v_size**2)
assert v_size < 1
assert np.allclose(np.cross([0, 0, radius], v_point), R_point)

print("FREE-PARTICLE CLOUD (c = 1, arbitrary units)")
print(f"number of particles: {n_part}")
print(f"rest energy M: {M_cloud:.4f}")
print(f"spin length S: {S_len:.4f}")
print(f"disk radius S/M: {disk_cloud:.4f}")
print(f"largest |R|/(S/M), 1000 random observers: {largest:.4f}")
print(f"largest miss of 60 target points / radius: {worst_fill:.1e}")
print("ELECTRON")
print(f"hbar/(m c): {compton:.3f} fm")
print(f"disk radius hbar/(2 m c): {radius:.3f} fm")
print(f"disk radius hbar/(2 m c): {radius * 1e-15:.5e} m")
print(f"DIRAC PACKETS, observer speed {speed:.1f} c along x")
print(f"Lorentz factor: {gamma:.4f}")
print(f"limit of centre y for narrow packet: {speed * radius:.3f} fm")
for w, deg, M, sp_mean, j_mean, y, rad in rows:
    print(f"sigma = {w:.2f} m c, spin tilted {deg:.0f} deg from z to x:")
    print(f"  M/m = {M:.5f}, disk radius = {rad:.3f} fm")
    print(f"  mean Sigma/2 = {sp_mean:.5f} hbar, J = {j_mean:.5f} hbar")
    print(f"  centre of energy y = {y:.3f} fm")
print("CHOSEN POINT, spin along z, narrow packet")
print("point R (x, y, z):", np.round(R_point, 1), "fm")
print(f"distance from disk centre: {np.linalg.norm(R_point):.1f} fm")
print(f"observer velocity x: {v_point[0]:.4f} c")
print(f"observer velocity y: {v_point[1]:.4f} c")
print(f"observer speed: {v_size:.4f} c")
print(f"bound on added velocity along spin: {v_along:.4f} c")
print("all tests passed")
```

Output:

```
FREE-PARTICLE CLOUD (c = 1, arbitrary units)
number of particles: 12
rest energy M: 23.8344
spin length S: 7.1077
disk radius S/M: 0.2982
largest |R|/(S/M), 1000 random observers: 0.9895
largest miss of 60 target points / radius: 2.0e-14
ELECTRON
hbar/(m c): 386.159 fm
disk radius hbar/(2 m c): 193.080 fm
disk radius hbar/(2 m c): 1.93080e-13 m
DIRAC PACKETS, observer speed 0.8 c along x
Lorentz factor: 1.6667
limit of centre y for narrow packet: 154.464 fm
sigma = 0.20 m c, spin tilted 0 deg from z to x:
  M/m = 1.05735, disk radius = 182.608 fm
  mean Sigma/2 = 0.48246 hbar, J = 0.50000 hbar
  centre of energy y = 146.086 fm
sigma = 0.10 m c, spin tilted 0 deg from z to x:
  M/m = 1.01482, disk radius = 190.260 fm
  mean Sigma/2 = 0.49518 hbar, J = 0.50000 hbar
  centre of energy y = 152.208 fm
sigma = 0.05 m c, spin tilted 0 deg from z to x:
  M/m = 1.00374, disk radius = 192.361 fm
  mean Sigma/2 = 0.49876 hbar, J = 0.50000 hbar
  centre of energy y = 153.888 fm
sigma = 0.20 m c, spin tilted 60 deg from z to x:
  M/m = 1.05735, disk radius = 182.608 fm
  mean Sigma/2 = 0.48246 hbar, J = 0.50000 hbar
  centre of energy y = 73.043 fm
CHOSEN POINT, spin along z, narrow packet
point R (x, y, z): [ 60. -80.   0.] fm
distance from disk centre: 100.0 fm
observer velocity x: -0.4143 c
observer velocity y: -0.3108 c
observer speed: 0.5179 c
bound on added velocity along spin: 0.8554 c
all tests passed
```
